# Coulson's Relation between Hybrid Composition and Bond Angle in Metal Alkyls

## Two hybrids and the angle between them

A calculation on a metal alkyl may use one directed orbital on the metal for each metal-carbon bond. Such orbitals may be the starting functions of a localization procedure, or the basis of a small bond model. Before the calculation can start, one has to decide how much s and how much p character each of them receives. If the orbitals are to be orthogonal, this decision is tied to the shape of the molecule: for equivalent orbitals, the angle between two of them fixes their composition.

Consider one metal centre M with a valence s orbital and three valence p orbitals, all real. With $r$ the distance from the nucleus and $\mathbf u=(u_x,u_y,u_z)$ the unit vector towards the point considered, they are

$$
s=\frac{1}{\sqrt{4\pi}}R_s(r),\qquad
p_a=\sqrt{\frac{3}{4\pi}}\,R_p(r)\,u_a,\qquad a=x,y,z .
$$

The three p orbitals share the radial function $R_p$, while $R_s$ may be different. Both are normalized, so that $\int_0^\infty R^2r^2\,dr=1$. No d orbitals are included.

The derivation rests on the overlaps of these four functions, and these follow from two angular integrals. The first is $\int u_a\,d\Omega=0$, because each direction is cancelled by the opposite one. The second is $\int u_au_b\,d\Omega$. For $a\neq b$ it vanishes, because reversing the axis $a$ changes the sign of the integrand. For $a=b$ the three integrals are equal, since the axes are equivalent, and their sum is $\int(u_x^2+u_y^2+u_z^2)\,d\Omega=\int d\Omega=4\pi$. Each is therefore $4\pi/3$, and

$$
\int u_au_b\,d\Omega=\frac{4\pi}{3}\,\delta_{ab}.
$$

The factor $3/4\pi$ from two p orbitals cancels the $4\pi/3$. Hence

$$
\langle s|s\rangle=1,\qquad \langle s|p_a\rangle=0,\qquad
\langle p_a|p_b\rangle=\delta_{ab}.
$$

The overlap of s with p vanishes through its angular part, whatever the two radial functions are. This is why they need not be alike.

A p orbital can point along any unit vector $\mathbf n=(n_x,n_y,n_z)$. It is the combination

$$
\mathbf n\cdot\mathbf p=n_xp_x+n_yp_y+n_zp_z
=\sqrt{\frac{3}{4\pi}}\,R_p(r)\,(\mathbf n\cdot\mathbf u),
$$

whose angular factor is the cosine of the angle measured from $\mathbf n$. Two such orbitals, along $\mathbf n_i$ and $\mathbf n_j$, have the overlap

$$
\langle \mathbf n_i\cdot\mathbf p\,|\,\mathbf n_j\cdot\mathbf p\rangle
=\sum_{a,b}n_{ia}n_{jb}\,\delta_{ab}
=\mathbf n_i\cdot\mathbf n_j=\cos\theta_{ij},
$$

where $\theta_{ij}$, between $0^\circ$ and $180^\circ$, is the angle between the two directions. The p orbitals thus behave under overlap as ordinary vectors do under the scalar product. The bond angle enters the theory at this point.

A hybrid is a normalized mixture of s and one directed p orbital. Let $\sigma$ be the weight of s in it, with $0\le\sigma\le1$:

$$
h=\sqrt{\sigma}\;s+\sqrt{1-\sigma}\;\mathbf n\cdot\mathbf p .
$$

Its norm is $\sigma+(1-\sigma)=1$, because the cross term contains $\langle s|\mathbf n\cdot\mathbf p\rangle=0$. The number $\sigma$ is called the s fraction and $1-\sigma$ the p fraction. A second measure is the ratio of the two weights,

$$
\lambda^2=\frac{1-\sigma}{\sigma},\qquad
\sigma=\frac{1}{1+\lambda^2},\qquad
h=\frac{s+\lambda\,\mathbf n\cdot\mathbf p}{\sqrt{1+\lambda^2}},
$$

with $\lambda\ge0$. The hybrid is named sp$^{\lambda^2}$. The names sp, sp$^2$ and sp$^3$ stand for $\lambda^2=1$, 2 and 3, and nothing so far requires $\lambda^2$ to be a whole number.

Both square roots are taken as positive. This costs no generality. A common change of sign leaves the orbital physically the same, and a relative minus sign can be absorbed by replacing $\mathbf n$ with $-\mathbf n$. The choice gives $\mathbf n$ a meaning, which appears in the mean position of an electron in $h$. In $\langle h|\mathbf r|h\rangle$ the pure s and pure p terms vanish, since their densities are the same at opposite points while $\mathbf r$ changes sign. The two equal cross terms remain:

$$
\langle h|\mathbf r|h\rangle
=2\sqrt{\sigma(1-\sigma)}\;\frac{\sqrt3}{4\pi}
\int_0^\infty R_sR_p\,r^3dr\int\mathbf u\,(\mathbf n\cdot\mathbf u)\,d\Omega .
$$

The angular integral is $(4\pi/3)\,\mathbf n$ by the result above, so that

$$
\langle h|\mathbf r|h\rangle
=\frac{2}{\sqrt3}\sqrt{\sigma(1-\sigma)}\;I\,\mathbf n,\qquad
I=\int_0^\infty R_sR_p\,r^3dr .
$$

The integral $I$ is assumed to be nonzero; it could vanish by cancellation if a radial function has a node. The sign of $R_p$ is free, and it is chosen to make $I$ positive. The charge of the hybrid is then displaced along $+\mathbf n$, towards the ligand it is meant to bind. A pure s or pure p orbital has no displacement. For fixed radial functions the displacement is largest at $\sigma=1/2$, where the product $\sigma(1-\sigma)$ has its maximum.

Now take two hybrids on the same centre, with s fractions $\sigma_i$ and $\sigma_j$. Of the four terms in their overlap, the two that pair s with p vanish. The other two give

$$
\langle h_i|h_j\rangle=\sqrt{\sigma_i\sigma_j}
+\sqrt{(1-\sigma_i)(1-\sigma_j)}\;\cos\theta_{ij}.
$$

The first term is never negative: an s orbital has no direction, and the s parts of two hybrids overlap in the same way however the hybrids are turned. Orthogonality therefore requires the p parts to supply an equal negative overlap. When both hybrids contain s, their directions must enclose more than $90^\circ$.

To bring the condition into its compact form, set the overlap to zero and divide by $\sqrt{\sigma_i\sigma_j}$, which is allowed when both s fractions are nonzero. The factor in front of the cosine becomes

$$
\sqrt{\frac{1-\sigma_i}{\sigma_i}}\sqrt{\frac{1-\sigma_j}{\sigma_j}}
=\lambda_i\lambda_j ,
$$

and the condition is

$$
1+\lambda_i\lambda_j\cos\theta_{ij}=0 .
$$

This is Coulson's relation for two hybrids that both contain s, whether or not their compositions are equal. As an example, let the s fractions be 0.20 and 0.35. Then $\lambda_i^2=0.80/0.20=4$ and $\lambda_j^2=0.65/0.35=13/7$, so that $\cos\theta_{ij}=-1/\sqrt{52/7}$ and $\theta_{ij}=111.5^\circ$. A search for the zero of the overlap, computed by integration over space with different radial functions for s and p, finds the same angle.

Two hybrids are called equivalent when they have the same composition and differ in direction alone. With $\sigma_i=\sigma_j=\sigma$ and $\theta_{ij}=\theta$, the overlap is

$$
\langle h_i|h_j\rangle=\sigma+(1-\sigma)\cos\theta ,
$$

and its zero lies at

$$
\cos\theta=-\frac{\sigma}{1-\sigma}=-\frac{1}{\lambda^2}.
$$

If the angle is the known quantity, solving for the composition takes three lines:

$$
\begin{aligned}
\sigma+\cos\theta-\sigma\cos\theta&=0,\\
\sigma(1-\cos\theta)&=-\cos\theta,\\
\sigma&=\frac{-\cos\theta}{1-\cos\theta}=\frac{\cos\theta}{\cos\theta-1}.
\end{aligned}
$$

The division is safe, because $\cos\theta=1$ would mean two identical hybrids, which are not orthogonal. The p fraction follows by subtraction, and the identity $1-\cos\theta=2\sin^2(\theta/2)$ gives it a simple form:

$$
1-\sigma=\frac{1}{1-\cos\theta}=\frac{1}{2\sin^2(\theta/2)} .
$$

As the angle opens from $90^\circ$ to $180^\circ$, $\sin^2(\theta/2)$ grows from 1/2 to 1. The p fraction falls from 1 to 1/2, and the s fraction rises from 0 to 1/2. Wider angles go with more s character.

The ends of this range deserve a closer look. At $\sigma=0$ the hybrids are pure p orbitals, which are orthogonal when they are perpendicular. Just above a right angle, with $\theta=\pi/2+\varepsilon$ in radians, $\cos\theta\approx-\varepsilon$ and therefore $\sigma\approx\varepsilon$. At the other end write $\theta=\pi-\delta$, with $\cos\theta\approx-1+\delta^2/2$. To second order in $\delta$,

$$
\sigma\approx\frac{1-\delta^2/2}{2-\delta^2/2}
\approx\frac12\left(1-\frac{\delta^2}{2}\right)\left(1+\frac{\delta^2}{4}\right)
\approx\frac12-\frac{\delta^2}{8}.
$$

A slight bend of a linear framework changes the composition in second order, whereas a slight opening of a right angle changes it in first order. The same behaviour is seen in the derivative. Since $d\sigma/d(\cos\theta)=-1/(1-\cos\theta)^2$ and $d(\cos\theta)/d\theta=-\sin\theta$,

$$
\frac{d\sigma}{d\theta}=\frac{\sin\theta}{(1-\cos\theta)^2},
$$

which is 1 per radian at $90^\circ$ and zero at $180^\circ$. In a nearly linear alkyl, a small uncertainty of the angle hardly affects the composition of the hybrids, although their directions still change with it. Read in the other direction, a small change of $\sigma$ near 1/2 corresponds to a large change of angle.

Outside this range there is no solution. If $\sigma>1/2$, the s part outweighs the p part. The overlap is smallest when the hybrids point in opposite directions, and even there it equals $\sigma-(1-\sigma)=2\sigma-1>0$. For $\sigma=0.60$ this minimum is 0.20. If instead the angle is below $90^\circ$, the formula returns a negative $\sigma$, which cannot be the square of a real coefficient. Two equivalent orthogonal s,p hybrids cannot both follow bonds that enclose an acute angle. In that case the orbitals must point away from the lines between the nuclei, or a condition of the derivation must be given up.

Three points inside the allowed range show the relation at work. An s fraction of 0.15 gives $\cos\theta=-0.15/0.85$ and an angle of $100.16^\circ$. An s fraction of 1/4 gives $\cos\theta=-1/3$ and $109.47^\circ$, and one of 1/3 gives $\cos\theta=-1/2$ and $120^\circ$. In each case the angle at which the numerically integrated overlap vanishes agrees with the formula, as the numerical output shows.

The assumption of a common p radial function can be relaxed to see what it does. Suppose that each hybrid is allowed its own radial functions, with the s parts having the radial overlap $\kappa_s$ and the p parts $\kappa_p$, both positive. For equal s fractions the condition becomes $\sigma\kappa_s+(1-\sigma)\kappa_p\cos\theta=0$, or

$$
\cos\theta=-\frac{\kappa_s}{\kappa_p}\,\frac{\sigma}{1-\sigma}.
$$

Coulson's relation is recovered when $\kappa_s=\kappa_p$, and in particular when both are 1. If the two radial overlaps differ, the angle no longer gives the s fraction by itself.

Two further conditions concern the use of the result. The angle $\theta$ lies between orbital directions. It may be replaced by the C–M–C angle between nuclei if the hybrids point along the bonds, which is an assumption about the bonds and no consequence of the algebra. Orthogonality is likewise a choice. Overlapping hybrids can be combined with any s fraction at any angle. What orthogonality secures is a set of separate orbitals whose s fractions can be added without counting any part of the s orbital twice. The relation says how the composition and the angle must match once that choice has been made. It contains no energy, and so it cannot explain why a molecule takes one shape and not another.

## Frameworks with two, three and four bonds

The following results are carried over. A hybrid on the metal is $h_i=\sqrt\sigma\,s+\sqrt{1-\sigma}\,\mathbf n_i\cdot\mathbf p$, with s fraction $\sigma$, unit direction $\mathbf n_i$ and $\lambda^2=(1-\sigma)/\sigma$. Two equivalent hybrids at the angle $\theta$ are orthogonal when $\cos\theta=-\sigma/(1-\sigma)=-1/\lambda^2$, or $\sigma=\cos\theta/(\cos\theta-1)$. For unequal hybrids the condition is $1+\lambda_i\lambda_j\cos\theta_{ij}=0$. The hybrids are assumed to point along the M–C bonds.

Let a metal carry $N\ge2$ equivalent bonds, with the same angle $\theta$ between any two of them. The sum of the bond directions, $\mathbf M=\sum_i\mathbf n_i$, measures how far the framework is from being balanced. Its square contains $N$ terms equal to 1 and $N(N-1)$ terms equal to $\cos\theta$. Inserting Coulson's relation gives

$$
|\mathbf M|^2=N+N(N-1)\cos\theta
=N\,\frac{(1-\sigma)-(N-1)\sigma}{1-\sigma}
=\frac{N(1-N\sigma)}{1-\sigma}.
$$

A square cannot be negative, so $N\sigma\le1$. The bound has a direct meaning: there is one s orbital to share among the hybrids. The part of s left over when the hybrids have taken their shares is $s-\sum_i\sqrt\sigma\,h_i$. Because the $h_i$ are orthonormal and $\langle h_i|s\rangle=\sqrt\sigma$, its squared norm is

$$
1-2N\sigma+N\sigma=1-N\sigma .
$$

This vanishes when $\mathbf M$ does. A framework is balanced when its bonds use up the whole s orbital, and otherwise some s character remains for another orbital.

The bound excludes some cases that look acceptable for a single pair. With $\sigma=0.40$ the pair relation asks for an angle of $131.8^\circ$, and two hybrids can have it. Three cannot, because $\cos\theta=-2/3$ would give $|\mathbf M|^2=3-4=-1$.

For a balanced framework, $\mathbf M=0$ leads to

$$
\cos\theta=-\frac{1}{N-1},\qquad \sigma=\frac1N,\qquad \lambda^2=N-1 .
$$

Four orthonormal functions, s and three p, cannot yield more than four orthonormal hybrids, so $N$ can be 2, 3 or 4. For $N=2$ the directions are opposite, and the framework is linear. For $N=3$ the third direction is $-(\mathbf n_1+\mathbf n_2)$. It lies in the plane of the other two, at $120^\circ$ from each. For $N=4$ the cosine is $-1/3$ and the directions form a regular tetrahedron, with an angle of $109.47^\circ$. The hybrids are sp, sp$^2$ and sp$^3$ in turn, with s fractions 1/2, 1/3 and 1/4.

Written out, the linear pair along $z$ is

$$
h_{1,2}=\frac{1}{\sqrt2}(s\pm p_z).
$$

Two p orbitals, $p_x$ and $p_y$, are not used. For the trigonal set take $\mathbf n_1$ along $x$ and the other two directions at $\pm120^\circ$ in the $xy$ plane. With $\sqrt{2/3}\cos120^\circ=-1/\sqrt6$ and $\sqrt{2/3}\sin120^\circ=1/\sqrt2$,

$$
h_1=\frac{s}{\sqrt3}+\sqrt{\frac23}\,p_x,\qquad
h_{2,3}=\frac{s}{\sqrt3}-\frac{p_x}{\sqrt6}\pm\frac{p_y}{\sqrt2}.
$$

Here $p_z$, perpendicular to the plane, is not used. The tetrahedral set follows from $\mathbf n_1=(1,1,1)/\sqrt3$ and its three partners with two minus signs each. Since $\sqrt{3/4}/\sqrt3=1/2$,

$$
\begin{aligned}
h_1&=\tfrac12(s+p_x+p_y+p_z),& h_2&=\tfrac12(s+p_x-p_y-p_z),\\
h_3&=\tfrac12(s-p_x+p_y-p_z),& h_4&=\tfrac12(s-p_x-p_y+p_z).
\end{aligned}
$$

All four valence orbitals are now used. It is the angle that fixes the hybrid, and not the number of ligands. A bent two-coordinate metal with an angle of $120^\circ$ has two sp$^2$ hybrids, and part of its s orbital is left over.

If d orbitals take part, the linear case shows what survives. On inversion through the metal, s and d functions keep their sign and p functions change it. For hybrids that are symmetric about the bond axis, built from s, $p_z$ and $d_{z^2}$, the hybrid pointing the opposite way is the inverted first one, so their overlap is the s fraction plus the d fraction minus the p fraction. Orthogonality makes the p fraction 1/2. The s and d fractions together make up the other half, and the angle does not divide it between them.

How much does a poor choice of $\sigma$ matter at the start of a calculation? Suppose that trial functions $t_i$ have the right directions but an arbitrary s fraction $\tau$, with $0<\tau<1$, and are then made orthonormal symmetrically, by applying the inverse square root of their overlap matrix. In a balanced framework the overlap of two trial functions is $S=\tau-(1-\tau)/(N-1)$. The overlap matrix has the eigenvalue $1+(N-1)S=N\tau$ for the sum of all $t_i$. For combinations whose coefficients add to zero, the eigenvalue is

$$
1-S=(1-\tau)\left(1+\frac1{N-1}\right)=\frac{(1-\tau)N}{N-1}.
$$

The sum is pure s, since $\mathbf M=0$, and the other combinations are pure p, since their s parts cancel. The procedure divides each coefficient by the square root of its eigenvalue:

$$
\frac{\sqrt\tau}{\sqrt{N\tau}}=\frac1{\sqrt N},\qquad
\sqrt{1-\tau}\,\sqrt{\frac{N-1}{(1-\tau)N}}=\sqrt{\frac{N-1}{N}} .
$$

The trial value has dropped out, and the s fraction is $1/N$. Starting from $\tau=0.60$, the numerical procedure indeed returns 0.5000, 0.3333 and 0.2500 for the three frameworks. In an unbalanced framework the sum of the trial functions is $N\sqrt\tau\,s+\sqrt{1-\tau}\,\mathbf M\cdot\mathbf p$. Its ratio of s to p depends on $\tau$, and normalization does not change that ratio. There the starting composition matters, and for the directions as well. In a pyramidal set of three, the p weight perpendicular to $\mathbf M$ is fixed by normalization while the p weight along $\mathbf M$ depends on $\tau$, so the orthonormalized functions in general no longer point along the bonds. Coulson's relation supplies the composition that is already orthogonal and is left unchanged.

A pyramidal MC$_3$ framework is such a case. Let its C–M–C angles be $100^\circ$, a value chosen for the example. With $\cos100^\circ=-0.17365$,

$$
\sigma=\frac{0.17365}{1.17365}=0.1480,\qquad
\lambda^2=\frac1{0.17365}=5.759 .
$$

The bond hybrids are close to sp$^{5.8}$. Together they hold $3\sigma=0.444$ of the s orbital. The rest belongs to a fourth orbital, which is found by writing out the leftover part of s:

$$
s-\sqrt\sigma\,(h_1+h_2+h_3)
=(1-3\sigma)\,s-\sqrt{\sigma(1-\sigma)}\;\mathbf M\cdot\mathbf p .
$$

It is orthogonal to every bond hybrid by construction, and its squared norm is $1-3\sigma$. Division by the norm gives

$$
h_4=\sqrt{1-3\sigma}\;s-\sqrt{\frac{\sigma(1-\sigma)}{1-3\sigma}}\;\mathbf M\cdot\mathbf p .
$$

Its s fraction is $1-3\sigma=0.556$. The minus sign shows that it points along $-\mathbf M$, on the side away from the three carbons. Its own ratio is $\lambda_4^2=3\sigma/(1-3\sigma)=0.444/0.556=0.798$. The relation for unequal hybrids then gives the angle to each bond:

$$
\cos\theta_4=-\frac{1}{\sqrt{5.759\times0.798}},\qquad \theta_4=117.8^\circ .
$$

The same angle is obtained from the direction of the one vector that is orthogonal to the three bond hybrids in the s,p space. The s fraction of $h_4$ exceeds 1/2, which is no contradiction: the limit of 1/2 applies to a pair of equivalent hybrids, and $h_4$ has no equivalent partner.

The limits connect this framework with simpler ones. As the bond angle falls to $90^\circ$, $\sigma$ goes to zero, the bonds use pure p orbitals and the fourth orbital becomes pure s. As the angle rises to $120^\circ$, $3\sigma$ goes to 1 and the fourth orbital becomes the pure p orbital perpendicular to the plane. Whether it is empty or holds a lone pair depends on the number of electrons, which does not enter Coulson's relation.

The s fraction of a hybrid must also be kept apart from the s population found in a molecule. A small model of a linear C–M–C unit shows the difference. It has the metal orbitals $s$ and $p$, the latter along the axis, and one orbital on each carbon, $c_1$ on the positive side and $c_2$ on the negative side. The four are taken as orthonormal and hold four electrons. Repulsion between electrons is not treated explicitly. The energies are $e_s=e_c=-10$ eV and $e_p=-5$ eV. The coupling of $s$ to either carbon, and of $p$ to $c_1$, is $\beta=-3$ eV. The coupling of $p$ to $c_2$ is $-\beta$, because the p orbital has the opposite sign there.

With $c_\pm=(c_1\pm c_2)/\sqrt2$, symmetry couples $s$ to $c_+$ and $p$ to $c_-$. Each coupling is $V=2\beta/\sqrt2=\sqrt2\,\beta$, so that $V^2=18$ eV$^2$. The two pairs have the energies

$$
E_+=-10\pm\sqrt{18},\qquad
E_-=-7.5\pm\sqrt{2.5^2+18}\quad\text{(in eV)}.
$$

The lower level of each pair is filled, at $-14.243$ eV and $-12.424$ eV. Let the filled orbitals be $g=a\,s+a'c_+$ and $u=b\,p+b'c_-$. The first row of the eigenvalue equation for $u$ is $(e_p-E)\,b+Vb'=0$. Together with $b^2+b'^2=1$ it gives

$$
b^2=\frac{V^2}{V^2+(e_p-E)^2}=\frac{18}{18+7.424^2},
$$

and likewise $a^2=18/(18+18)=1/2$. With two electrons in each orbital, the metal populations are $2a^2=1.000$ in s and $2b^2=0.492$ in p.

The localized bond orbitals are $(g\pm u)/\sqrt2$, each concentrated on one side. Their metal parts are proportional to $a\,s\pm b\,p$, with the s fraction

$$
f=\frac{a^2}{a^2+b^2}=\frac{1.000}{1.000+0.492}=0.670 .
$$

This is not 1/2, although the unit is linear. The normalized metal parts have the overlap $(a^2-b^2)/(a^2+b^2)=2f-1=0.340$, so they fail the condition on which Coulson's relation rests. The complete bond orbitals are nevertheless orthogonal. In their overlap the metal parts, before they are normalized separately, contribute $(a^2-b^2)/2$, and the carbon parts contribute $(a'^2-b'^2)/2$. The two cancel because $a^2+a'^2=b^2+b'^2=1$. Inserting $f=0.670$ into the relation would demand a cosine below $-1$, which no angle has.

The cause can be read from the Hamiltonian in the basis of the sp hybrids $(s\pm p)/\sqrt2$. With the equal couplings chosen here, each hybrid couples to its own carbon alone, since its coupling to the other is $(\beta-\beta)/\sqrt2=0$. The two hybrids are orthogonal, yet they are coupled to each other by $(e_s-e_p)/2$. The higher energy of p thus lowers its share in the filled orbitals. When $e_p$ is set equal to $e_s$, this coupling disappears, and the calculation returns $f=0.5000$. The energy difference is the only cause here because the couplings are equal. If s and p couple to carbon with different strengths $\beta_s$ and $\beta_p$, each hybrid also couples to the far carbon by $(\beta_s-\beta_p)/\sqrt2$, and $f$ differs from 1/2 even for $e_p=e_s$, unless $e_c$ has the same value too.

The sp hybrids remain a valid basis in both cases, since they span the same space as $s$ and $p$. Under the stated conditions, the C–M–C angle is therefore sufficient to fix an orthogonal set of equivalent starting orbitals. It does not follow that this set lies close to the metal parts of the final localized bonds, which can be much richer in s when p lies well above s. The populations have to come from a calculation that contains the energies.

## Computed results

```
Orthogonality angle from integration and from Coulson's relation
  s fraction 0.1500: integration 100.1642 deg, relation 100.1642 deg
  s fraction 0.2500: integration 109.4712 deg, relation 109.4712 deg
  s fraction 0.3333: integration 120.0000 deg, relation 120.0000 deg
Unequal hybrids, s fractions 0.20 and 0.35: angle 111.525 deg
Smallest overlap at s fraction 0.60: 0.2000
Three hybrids at s fraction 0.40: required angle 131.81 deg
  lowest eigenvalue of direction Gram matrix -0.3333 (negative: impossible)
Ideal frameworks, trial s fraction 0.60 before orthogonalization
  linear: N = 2, angle 180.0000 deg, s fraction 0.5000, p fraction 0.5000, lambda^2 1.0000
  trigonal: N = 3, angle 120.0000 deg, s fraction 0.3333, p fraction 0.6667, lambda^2 2.0000
  tetrahedral: N = 4, angle 109.4712 deg, s fraction 0.2500, p fraction 0.7500, lambda^2 3.0000
Pyramidal framework, chosen bond angle 100.0 deg
  cosine of bond angle -0.17365
  bond hybrid: s fraction 0.14796, p fraction 0.85204, lambda^2 5.7588
  s fraction in all three bond hybrids 0.44387
  fourth orbital: s fraction 0.55613, lambda^2 0.7981
  angle of fourth orbital to each bond 117.804 deg
Linear C-M-C bond model, four electrons
  energies: M s -10.0 eV, M p -5.0 eV, C -10.0 eV
  couplings: s-C -3.0 eV, p-C -3.0 eV (size)
  orbital energies: -14.243, -12.424, -5.757, -2.576 eV
  metal populations: s 1.0000, p 0.4923 electrons
  s fraction of metal part of each bond 0.6701
  overlap of normalized metal parts 0.3402
  overlap of complete bond orbitals 0.0000
  control with equal s and p energies: s fraction 0.5000
```
